\section*{Fragility of a glass-forming liquid from its Vogel parameters}

\section{Problem}

The relaxation time $\tau$ of a supercooled liquid, read for example from its dielectric response, is described over the range of interest by the Vogel--Fulcher--Tammann law
\begin{equation}
\tau(T)=\tau_0\exp\left(\frac{B}{T-T_0}\right),\qquad T>T_0 ,
\label{vft}
\end{equation}
with $B=1800$ K and $T_0=150$ K. The glass temperature is $T_g=200$ K, defined by $\tau(T_g)=100$ s. The fragility index is
\begin{equation}
m=\left.\frac{d\log_{10}\tau}{d(T_g/T)}\right|_{T=T_g},
\label{def}
\end{equation}
where $\tau$ is the relaxation time of the liquid in equilibrium. The logarithm is decimal. A change of the unit of time adds a constant to $\log_{10}\tau$ and leaves $m$ unchanged.

In the algebra $k_B=1$, so that $T$, $T_0$ and $B$ are energies, in hartree if atomic units are used. Numbers are given in kelvin, and energies in eV.

\begin{enumerate}
\item[(a)] Express $m$ through $B$, $T_0$ and $T_g$, and evaluate it.
\item[(b)] Find the apparent activation energy at $T_g$. How much of it is the barrier itself, and how much comes from the change of the barrier with temperature?
\item[(c)] Find $\tau_0$, and compare $m$ with the index of an Arrhenius liquid that has the same $\tau_0$ and the same $T_g$.
\item[(d)] How far does the result move if the slope is taken from data at 200 K and 210 K, if $T_0$ is wrong by 1 K, or if the shape of the relaxation changes with temperature?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Use $x=T_g/T$ as the variable. Replace $T$ by $T_g/x$ before differentiating, and set $x=1$ afterwards.
\item[(b)] The apparent activation energy is the slope of $\ln\tau$ against $1/T$. Write $\ln(\tau/\tau_0)=F(T)/T$ and differentiate the product.
\item[(c)] For an Arrhenius liquid $\log_{10}\tau$ is a straight line in $x$. Where does this line start at $x=0$, and where does it end at $x=1$?
\item[(d)] Two data points give a chord, not a tangent. For the error in $T_0$, state what is held fixed while $T_0$ changes. For the shape, compare the mean time of a stretched exponential with its time parameter.
\end{enumerate}

\section{Solution}

\subsection*{(a) The fragility index}

With $T=T_g/x$ the denominator in (\ref{vft}) is $T-T_0=(T_g-T_0x)/x$. Hence
\begin{equation}
\log_{10}\tau=\log_{10}\tau_0+\frac{1}{\ln 10}\,\frac{Bx}{T_g-T_0x}.
\end{equation}
The factor $1/\ln 10$ converts the natural logarithm of the exponential into a decimal one. The quotient rule gives
\begin{align}
\frac{d\log_{10}\tau}{dx}
&=\frac{B}{\ln 10}\,\frac{(T_g-T_0x)-x(-T_0)}{(T_g-T_0x)^2}\nonumber\\
&=\frac{B\,T_g}{\ln 10\,(T_g-T_0x)^2},
\end{align}
because the two terms $T_0x$ in the numerator cancel. At $x=1$
\begin{equation}
m=\frac{B\,T_g}{\ln 10\,(T_g-T_0)^2}.
\label{m}
\end{equation}
Numerator and denominator are both squares of a temperature, so $m$ is a pure number. With the given values
\begin{equation}
m=\frac{1800\times200}{2.3026\times50^2}=62.54\approx 63 .
\end{equation}
A numerical derivative of $\log_{10}\tau$ with respect to $T_g/T$, taken directly from (\ref{vft}), also gives 62.54. With a natural logarithm in (\ref{def}) the slope would be 144.0, so a quoted fragility has a meaning only together with its logarithm.

For $T_0\to0$ the law becomes Arrhenius and $m\to B/(T_g\ln10)$. For $T_0\to T_g$ at fixed $B$ the index grows without bound. The formula needs $T_g>T_0$, and it needs (\ref{vft}) to hold close to $T_g$, where the slope is taken. A Vogel fit made far above $T_g$ gives $m$ by extrapolation.

\subsection*{(b) The apparent activation energy}

Let $u=1/T$. Then $B/(T-T_0)=Bu/(1-T_0u)$, and
\begin{equation}
E=\frac{d\ln\tau}{du}
=B\,\frac{(1-T_0u)+T_0u}{(1-T_0u)^2}
=B\left(\frac{T}{T-T_0}\right)^2 .
\label{E}
\end{equation}
At $T_g$ the bracket is $200/50=4$, so
\begin{equation}
E=1800\ \mathrm{K}\times16=28800\ \mathrm{K},
\end{equation}
which is 2.482 eV after multiplication by Boltzmann's constant. Since $x=T_gu$, a derivative with respect to $x$ is $1/T_g$ times a derivative with respect to $u$, and therefore
\begin{equation}
m=\frac{E}{T_g\ln10}=\frac{28800}{200\times2.3026}=62.54 .
\end{equation}
The fragility index is thus the apparent activation energy in units of $k_BT_g\ln10$.

An energy of 2.5 eV is large beside $k_BT_g=0.01723$ eV, and it need not be read as the height of a barrier. To see this, define an effective barrier $F$ by $\ln(\tau/\tau_0)=F(T)/T$, so that
\begin{equation}
F(T)=\frac{BT}{T-T_0}.
\end{equation}
Differentiate the product $uF$ with respect to $u$. From $u=1/T$ follows $dT/du=-T^2$, and
\begin{equation}
E=F+u\frac{dF}{du}=F-T\frac{dF}{dT}.
\label{split}
\end{equation}
The derivative of the barrier is
\begin{equation}
\frac{dF}{dT}=B\,\frac{(T-T_0)-T}{(T-T_0)^2}=-\frac{BT_0}{(T-T_0)^2}.
\end{equation}
It is negative: the effective barrier rises on cooling. At $T_g$
\begin{align}
F&=\frac{1800\times200}{50}=7200\ \mathrm{K},\\
-T\frac{dF}{dT}&=\frac{200\times1800\times150}{50^2}=21600\ \mathrm{K}.
\end{align}
Their sum is the 28800 K found above. Within this law a quarter of the slope is the barrier, about 0.62 eV, and three quarters come from its growth on cooling. The split rests on defining $F$ with the constant prefactor $\tau_0$. A reference time of $10^{-12}$ s in its place would give $F(T_g)=0.56$ eV, or 22\% of $E$, and $10^{-16}$ s would give 0.71 eV, or 29\%, while $E$ and $m$ stay the same.

\subsection*{(c) Prefactor and the Arrhenius reference}

The definition $\tau(T_g)=100$ s has not been needed so far. It fixes the prefactor:
\begin{equation}
\tau_0=100\ \mathrm{s}\times\exp\left(-\frac{1800}{50}\right)
=100\ \mathrm{s}\times e^{-36}=2.32\times10^{-14}\ \mathrm{s}.
\end{equation}
This is of the rough order of a molecular vibration period, as one expects of a time reached when the barrier no longer matters. The three given temperatures are therefore compatible with the 100 s definition. Had $\tau_0$ come out as $10^{-25}$ s, the law could at best have been a local fit.

An Arrhenius liquid has $\log_{10}\tau$ linear in $x$. With the same end points, $\tau_0$ at $x=0$ and 100 s at $x=1$, its slope is the number of decades between them:
\begin{equation}
m_{\min}=\log_{10}\frac{\tau(T_g)}{\tau_0}
=\frac{B}{\ln10\,(T_g-T_0)}=\frac{36}{2.3026}=15.63 .
\label{mmin}
\end{equation}
Division of (\ref{m}) by (\ref{mmin}) gives
\begin{equation}
\frac{m}{m_{\min}}=\frac{T_g}{T_g-T_0}=4 .
\label{ratio}
\end{equation}
Within the Vogel law with $T_0\ge0$ this ratio is at least one, which is the reason for the label ``min''. It measures how strongly the curve bends between its fixed ends, and it depends on $T_0/T_g$ alone.

\subsection*{(d) How firm is the number?}

\paragraph{A finite window.} Between $T_g$ and a higher temperature $T$ the natural logarithm of $\tau$ falls by
\begin{equation}
\frac{B}{T_g-T_0}-\frac{B}{T-T_0}=\frac{B\,(T-T_g)}{(T_g-T_0)(T-T_0)},
\end{equation}
while $T_g/T$ changes from 1 to $T_g/T$, a difference of $(T-T_g)/T$. The factor $T-T_g$ cancels in the ratio, and the slope of the chord is
\begin{equation}
m_{\rm ch}=\frac{B\,T}{\ln10\,(T_g-T_0)(T-T_0)}.
\end{equation}
For $T\to T_g$ this returns (\ref{m}). For $T=210$ K
\begin{equation}
m_{\rm ch}=\frac{1800\times210}{2.3026\times50\times60}=54.72 ,
\end{equation}
which is 12.5\% below $m$, relative to $m$. The sign follows from the curvature: on cooling the curve steepens, so a chord reaching up from $T_g$ is flatter than the tangent at $T_g$.

\paragraph{Errors in the parameters.} From (\ref{m}), with $B$ and $T_g$ held,
\begin{equation}
\frac{\partial m}{\partial T_0}=\frac{2m}{T_g-T_0}
=\frac{2\times62.54}{50\ \mathrm{K}}=2.50\ \mathrm{K}^{-1}.
\end{equation}
With $B$ and $T_0$ held, the numerator of (\ref{m}) also contributes:
\begin{equation}
\frac{\partial m}{\partial T_g}=\frac{m}{T_g}-\frac{2m}{T_g-T_0}
=(0.31-2.50)\ \mathrm{K}^{-1}=-2.19\ \mathrm{K}^{-1}.
\label{dTg}
\end{equation}
In a fit, $B$ and $T_0$ are not independent, since the curve must still pass through the data. Suppose that $\tau_0$, $T_g$ and $\tau(T_g)$ are held instead. Then $B=36\,(T_g-T_0)$ must follow $T_0$, and (\ref{m}) becomes
\begin{equation}
m=\frac{36\,T_g}{\ln10\,(T_g-T_0)},\qquad
\frac{dm}{dT_0}=\frac{m}{T_g-T_0}=1.25\ \mathrm{K}^{-1}.
\end{equation}
The falling $B$ cancels half of the effect. In these two cases an error of 1 K in $T_0$ shifts $m$ by one to three units. The effect is smaller when $\tau_0$ is free as well and the curve is held by data near $T_g$. If it must pass through the points at $T_g$ and at $T=210$ K, the chord slope is fixed, $m=m_{\rm ch}\,T_g(T-T_0)/[T(T_g-T_0)]$, and $dm/dT_0=m_{\rm ch}(T_g/T)(T-T_g)/(T_g-T_0)^2=0.21\ \mathrm{K}^{-1}$. A least-squares fit over 200 K to 300 K gives about $0.7\ \mathrm{K}^{-1}$. The sensitivity thus depends on what is held, and decimals of $m$ serve to check arithmetic rather than to describe a liquid.

\paragraph{Shape of the relaxation.} Many supercooled liquids relax as a stretched exponential, $\exp[-(t/\tau_K)^\beta]$ with $\beta<1$. Its mean time is the area under the curve. With $s=(t/\tau_K)^\beta$, so that $t=\tau_Ks^{1/\beta}$ and $dt=(\tau_K/\beta)s^{1/\beta-1}ds$,
\begin{equation}
\langle\tau\rangle=\frac{\tau_K}{\beta}\int_0^\infty s^{1/\beta-1}e^{-s}\,ds
=\frac{\tau_K}{\beta}\,\Gamma\!\left(\frac1\beta\right).
\end{equation}
If $\beta$ is constant, the two times differ by a constant factor and have the same slope at a given temperature. Assume instead that $\beta$ rises from 0.55 at 200 K to 0.60 at 210 K. The ratio $\langle\tau\rangle/\tau_K$ then falls from 1.702 to 1.505. If $\tau_K$ obeys the Vogel law and $T_g$ is held at 200 K, the chord slope for the mean time is larger than that for $\tau_K$ by
\begin{equation}
\frac{\log_{10}(1.702/1.505)}{1-200/210}\approx1.1 .
\end{equation}
For these assumed values the choice of time matters less than the width of the window.

\paragraph{Comparison with real liquids.} The parameters are round model values in the regime of small-molecule glass formers. Glycerol, for instance, has a glass temperature of roughly 190 K and a fragility of roughly 50, so the model liquid is somewhat more fragile. Real liquids often do not follow one Vogel law from the thin liquid down to $T_g$, and the fitted $T_0$ then depends on the range of the fit. With $\tau_0$ and $T_g$ held, a shift of 5 K in $T_0$ moves $m$ by about 6, by the linear estimate above; with $\tau_0$ free and data starting at $T_g$, the shift is about 1 to 4 for windows 10 K to 100 K wide. The assumption of equilibrium has a larger effect when it fails; the second variation treats that case.

\section{Variation 1: a slower definition of the glass temperature}

\emph{The same liquid is given a glass temperature $T_g'$ defined by $\tau(T_g')=1000$ s. Find $T_g'$ and the new index.}

The liquid is unchanged, so $B$, $T_0$ and $\tau_0$ are held. A time ten times longer adds $\ln10$ to the exponent:
\begin{equation}
\frac{B}{T_g'-T_0}=36+2.30=38.30,\qquad
T_g'=150\ \mathrm{K}+\frac{1800\ \mathrm{K}}{38.30}=196.99\ \mathrm{K}.
\end{equation}
Equation (\ref{m}) with $T_g'$ in place of $T_g$ gives
\begin{equation}
m'=\frac{1800\times196.99}{2.3026\times(46.99)^2}\approx69.7 .
\end{equation}
The index rises by 7.2, or 11.5\% of its former value, although nothing in the liquid has changed. The linear estimate from (\ref{dTg}) is $(-3.01)\times(-2.19)=6.6$; the rest is curvature. Fragilities should therefore be compared at the same defining time.

\section{Variation 2: the slope read in the glass}

\emph{The liquid is cooled at a constant rate until its structure freezes, and the slope of $\ln\tau$ is then read in the glass. What index results, and how long would one have to wait at 190 K for equilibrium?}

Describe the structure by a fictive temperature $T_f$, the temperature at which the equilibrium liquid would have that structure. A simple model with one relaxation time uses the Adam--Gibbs form
\begin{equation}
\tau(T,T_f)=\tau_0\exp\left[\frac{B}{T\,(1-T_0/T_f)}\right],\qquad
\frac{dT_f}{dt}=-\frac{T_f-T}{\tau(T,T_f)} .
\label{ag}
\end{equation}
In equilibrium $T_f=T$, the denominator is $T-T_0$, and (\ref{vft}) returns. In a frozen structure $T_f$ is constant, $\ln\tau$ is linear in $1/T$, and the activation energy is
\begin{equation}
E_{\rm glass}=\frac{B}{1-T_0/T_f}.
\end{equation}
For $T_f=T_g$ this is $1800\ \mathrm{K}/0.25=7200$ K, the barrier $F(T_g)$ of part (b). Freezing removes the second term of (\ref{split}), because the barrier can no longer grow. The index read in the glass is $7200/(200\times2.3026)=15.63$, a quarter of the true one.

Integration of (\ref{ag}) from 230 K downward at 10 K/min leaves the structure at $T_f=199.50$ K. The slope between 150 K and 140 K is then 0.625 eV, equal to $E_{\rm glass}$ for this $T_f$ to the digits given, whereas the equilibrium liquid has 2.482 eV at $T_g$. This slope is a value of the model, since $\tau$ there runs from about 270 to about 8600 days. Nearer to $T_g$, where $T_f$ still moves, the slope along the run is larger: 0.87 eV between 195 K and 190 K, 0.70 eV between 190 K and 180 K, and 0.64 eV between 180 K and 170 K. In this model, cooling at 10 K/min thus freezes the liquid close to the temperature defined by 100 s.

The cooling rate $q$ offers another way to the fragility. Let $w=q\,\tau(T_f)$ be the fall of temperature within one equilibrium relaxation time, taken at the frozen $T_f$. At 10 K/min it is about 24 K. This width labels the final frozen state; the structure begins to lag earlier. At 10 K/min, $dT_f/dT$ has dropped from 1 to 0.9 near 206.5 K, where the fall within one relaxation time is only about a quarter of a kelvin, and to 0.5 near 201 K, where it is about 4 K. If $w$ varies slowly beside $\tau$, a tenfold smaller $q$ means a tenfold longer $\tau$ at the frozen $T_f$. At 1 K/min the model gives $T_f=196.59$ K. One decade over this shift, scaled with the mean value 198.04 K, gives
\begin{equation}
m\approx\frac{1}{198.04\,(1/196.59-1/199.50)}\approx68 .
\end{equation}
Formula (\ref{m}) with 198.04 K as the glass temperature gives 67.1. The estimate lies above 63 mainly because it belongs to a lower temperature. The remaining difference of about one unit comes from the slow variation of $w$. Between 199.50 K and 196.59 K the exponent $B/(T-T_0)$ rises from 36.36 to 38.63, so that $\tau$ grows by about 0.99 of a decade instead of a full one. With $q$ smaller by a factor of ten, $w=q\,\tau(T_f)$ is then about 3\% smaller, and counting a full decade makes the estimate about 1\% too high.

At 190 K the equilibrium relaxation time is
\begin{equation}
\tau=100\ \mathrm{s}\times e^{1800/40-36}=100\ \mathrm{s}\times e^{9},
\end{equation}
or 9.38 days. A sample brought there quickly with $T_f=200$ K starts with a much shorter time, 0.0077 days or about 11 minutes, because its structure is still that of a warmer liquid. As it ages, $T_f$ falls and $\tau$ grows. Separating the variables in (\ref{ag}) at fixed $T=190$ K gives the time in which the gap $T_f-T$ shrinks from 10 K to 1 K:
\begin{equation}
t=\int_{191\,\mathrm{K}}^{200\,\mathrm{K}}\frac{\tau(190\ \mathrm{K},T_f)}{T_f-190\ \mathrm{K}}\,dT_f=2.70\ \mathrm{days}.
\end{equation}
With the equilibrium value of $\tau$ throughout, the same reduction would take $9.38\times\ln10\approx22$ days. The early mobility shortens the wait, but a measurement made within the first hours still sees a glass that is ageing.

Real glasses have a spread of relaxation times and show memory of their thermal history, which (\ref{ag}) leaves out. The factor of four and the waiting time are therefore results of this model, not predictions for a particular substance. The main values are listed in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Vogel parameter B: 1800 K
Vogel temperature T0: 150 K
Glass temperature Tg: 200 K
Relaxation time assigned to Tg: 100 s
ln(10): 2.3026
Fragility m, formula: 62.54
Fragility m, numerical derivative: 62.54
Fragility m, whole number: 63
Slope if natural logarithm were used: 144.0
Activation energy at Tg: 2.482 eV
Activation energy at Tg, divided by k_B: 28800 K
Thermal energy k_B*Tg: 0.01723 eV
Exponent B/(Tg-T0): 36.00
Prefactor tau0: 2.32e-14 s
Arrhenius index m_min: 15.63
Ratio m/m_min: 4.00
Upper end of data window: 210 K
Chord slope over window: 54.72
dm/dT0, B and Tg held: 2.50 per K
dm/dTg, B and T0 held: -2.19 per K
dm/dT0, tau0 and Tg held: 1.25 per K
Tg if defined by 1000 s: 196.99 K
Fragility at that Tg: 69.73
Assumed stretching exponent at Tg: 0.55
Assumed stretching exponent at window end: 0.60
Mean/fitted time at Tg: 1.702
Mean/fitted time at window end: 1.505
Chord slope change from stretching: +1.13
Frozen Tf, cooling at 10 K/min: 199.50 K
Frozen Tf, cooling at 1 K/min: 196.59 K
Mean of the two frozen Tf: 198.04 K
Fragility from cooling-rate shift: 68.0
Fragility formula at mean Tf: 67.1
Glass activation energy, run: 0.625 eV
Glass activation energy, formula: 0.625 eV
Ageing temperature: 190 K
Equilibrium tau there: 9.38 days
Initial tau there, Tf = Tg: 0.0077 days
Ageing time, gap 10 K to 1 K: 2.70 days
\end{verbatim}
